# Which Defect Carries Equilibrium Self-Diffusion in Germanium?

**Comment on the proposed interstitial mechanism of self-diffusion in germanium**

The manuscript argues in three steps. Silicon and germanium share the diamond structure. In silicon at high temperature, self-interstitials can carry most of the self-diffusion. The Arrhenius plot of germanium is close to straight, which suggests a single carrier. The manuscript concludes that this carrier is the self-interstitial, as in silicon.

The first two steps are acceptable as they stand, although the division between vacancies and interstitials in silicon is still debated. The conclusion does not follow from them. A common structure fixes the arrangement of the lattice sites, but not the energies of the defects, and a straight plot does not say which defect produced it. A short reply, that interstitials cost more to form in germanium, is also incomplete: they may cost more in silicon too. What has to be compared is the whole transport product of each defect.

**1. How many defects there are**

Consider intrinsic material in equilibrium with its surfaces, with defects so dilute that they do not interact. Let $G_V=H^f_V-TS^f_V$ be the free energy needed to form one vacancy, apart from the entropy of placing it. With $N$ atoms and $n$ vacancies there are $N+n$ sites, so the free energy is

$$F(n)=nG_V-kT\ln\frac{(N+n)!}{N!\,n!}.$$

Stirling's formula gives $d\ln(m!)/dm\simeq\ln m$. Setting $dF/dn=0$ then yields

$$G_V=kT\ln\frac{N+n}{n}\quad\Rightarrow\quad x_V=\frac{n}{N+n}=e^{-G_V/kT}.$$

The same count over interstitial positions gives $x_I\propto e^{-G_I/kT}$ in the dilute limit. The number of positions and orientations per atom is a constant factor, which is absorbed in the prefactor below.

The formation free energy therefore sets the population, and the formation enthalpy enters through it. But a population is not yet a diffusivity.

**2. How far the defects move the atoms**

Let a vacancy jump to each of its four neighbours at rate $\Gamma$. The jump length $d$ obeys $d^2=3a^2/16$, where $a$ is the lattice constant. From either sublattice the four jump vectors sum to zero, and the choices are independent, so the cross terms in the mean square displacement vanish. After time $t$ there have been $4\Gamma t$ jumps on average, and

$$D_{\rm vac}=\frac{4\Gamma t\,d^2}{6t}=\frac{4\Gamma}{6}\,\frac{3a^2}{16}=\frac{a^2\Gamma}{8}.$$

A tracer atom can jump only when a neighbouring site is vacant. Each neighbour is vacant with probability $x_V$, so the tracer's jump rate is $4\Gamma x_V$. Its jumps are not independent, because the vacancy is left directly behind the tracer and may take it back.

Let $\mathbf u_i$ be the unit vector of tracer jump $i$. The surroundings of the tracer and the vacancy have a threefold axis along $\mathbf u_i$, so the mean direction of the next jump must lie along that axis: it is $c\,\mathbf u_i$. Repeating the argument gives $\langle\mathbf u_i\cdot\mathbf u_{i+k}\rangle=c^k$. For many jumps, the mean square displacement is that of independent jumps multiplied by

$$f=1+2\sum_{k=1}^{\infty}c^k=1+\frac{2c}{1-c}=\frac{1+c}{1-c}.$$

To find $c$, let $p_0$ be the probability that the vacancy returns the tracer to its previous site, and $p_1,p_2,p_3$ the probabilities that it next exchanges from the other three neighbours. A reversal has cosine $-1$. Two bonds of a site have mutual cosine $-1/3$, and the previous jump pointed opposite to bond 0, so each other exchange has cosine $+1/3$:

$$c=-p_0+\tfrac13(p_1+p_2+p_3).$$

A vacancy that escapes for good adds no preferred direction. Solving the vacancy's random walk on a large finite cluster gives $c=-0.333$ and $f=0.500$. A separate simulation of one vacancy in a periodic crystal, following every atom, gives $f=0.499$. Hence

$$D_V=f\,x_VD_{\rm vac}.$$

With $\Gamma=\nu e^{S^m_V/k}e^{-H^m_V/kT}$, where $\nu$ is an attempt frequency and $m$ denotes migration, this becomes

$$D_V=D_{0V}e^{-Q_V/kT},\qquad Q_V=H^f_V+H^m_V,$$

$$D_{0V}=f\,\frac{a^2\nu}{8}\,e^{(S^f_V+S^m_V)/k}.$$

The interstitial contribution has the same form, $D_I=D_{0I}e^{-Q_I/kT}$, with its own geometry, correlation and entropies in $D_{0I}$. If the two mechanisms act independently and without drift, the cross term between their displacements averages to zero, so the contributions add: $D=D_V+D_I$.

**3. The criterion the manuscript needs**

Write $\Delta$ for the interstitial value minus the vacancy value. The ratio of the contributions is

$$R=\frac{D_I}{D_V}=\frac{D_{0I}}{D_{0V}}\exp\!\left(-\frac{\Delta H^f+\Delta H^m}{kT}\right),$$

and the interstitial share is $\phi=D_I/(D_V+D_I)=R/(1+R)$. Vacancies dominate when $R<1$. Taking the logarithm and multiplying by $kT$ gives

$$\Delta H^f>kT\ln\frac{D_{0I}}{D_{0V}}-\Delta H^m.$$

A positive formation gap is thus not sufficient: it must exceed a threshold. If the interstitial has both the larger prefactor and the larger activation enthalpy, vacancies win at low temperature and interstitials above

$$T_x=\frac{\Delta H^f+\Delta H^m}{k\ln(D_{0I}/D_{0V})},$$

provided that the crystal has not melted first.

**4. Germanium and silicon in numbers**

The following parameters are rough typical values, not results of a calculation made here. Enthalpies are in eV and prefactors in cm²/s.

- Germanium vacancy: $H^f=2.5$, $H^m=0.6$, $D_0=20$.
- Germanium interstitial: $H^f=3.5$, $H^m=0.5$, $D_0=2000$.
- Silicon vacancy: $H^f=3.7$, $H^m=0.5$, $D_0=1$.
- Silicon interstitial: $H^f=4.0$, $H^m=0.9$, $D_0=2000$.

The prefactor of the germanium interstitial is poorly known. It has been given the silicon value, a hundred times the vacancy prefactor. This is a guess, not an upper bound; section 8 shows how far it could rise before the verdict changes.

At 1000 K, $kT=0.08617$ eV. For germanium,

$$D_V=20\,e^{-3.1/0.08617}=4.76\times10^{-15}\ \text{cm}^2/\text{s},$$

$$D_I=2000\,e^{-4.0/0.08617}=1.39\times10^{-17}\ \text{cm}^2/\text{s}.$$

Thus $R=2.9\times10^{-3}$, and interstitials carry 0.29% of the total. Their share is 0.02% at 800 K and 1.6% at 1200 K, just below melting. The formal crossover lies at 2268 K, where there is no crystal to which the model could apply.

At 1200 K the threshold for the formation gap is 0.58 eV. The assumed gap is 1.00 eV, which leaves a margin of 0.42 eV.

In the silicon model the formation gap is also positive, 0.3 eV, and the interstitial migrates less easily as well. Both enthalpy differences favour the vacancy. The prefactor ratio of 2000 nevertheless puts the crossover at

$$T_x=\frac{0.7\ \text{eV}}{k\ln2000}=1069\ \text{K}.$$

The interstitial share rises from 37% at 1000 K to 86% at 1400 K. The silicon model is therefore a counterexample to the short reply: a defect that costs more to form can still carry most of the diffusion.

**5. Is the formation gap really the cause?**

The question can be put to the germanium model by changing its inputs at 1000 K, one at a time in the first three cases and two together in the last, with the others held fixed.

- Lowering the interstitial formation enthalpy to that of the vacancy raises the interstitial share from 0.29% to 99.7%.
- Setting the interstitial migration enthalpy equal to that of the vacancy lowers the share to 0.09%. The original migration difference slightly helped the interstitial.
- Setting the interstitial prefactor equal to that of the vacancy lowers the share to 0.003%.
- With equal prefactors and no formation gap, the share is 76%, because the interstitial still has the lower migration barrier.

Of these changes, those that remove the formation gap reverse the verdict. Within this model it is correct to say that vacancies dominate because interstitials cost more to form, with the qualification that the extra cost exceeds the threshold of section 3.

**6. What the straight Arrhenius plot shows**

The local activation enthalpy is the negative slope of $\ln D$ against $\beta=1/kT$. Since $dD_X/d\beta=-Q_XD_X$,

$$Q_{\rm eff}=-\frac{d\ln D}{d\beta}=\frac{Q_VD_V+Q_ID_I}{D_V+D_I}=Q_V+\phi\,\Delta Q,$$

where $\Delta Q=Q_I-Q_V$. For germanium $\Delta Q=0.9$ eV, and $Q_{\rm eff}$ changes only from 3.103 eV at 1000 K to 3.115 eV at 1200 K. The model plot is nearly straight because one term is nearly absent.

If the interstitial term alone were present, the plot would be straight too, with an activation enthalpy of 4.0 eV. Straightness does not name the defect. Nor does it prove that only one defect matters: in the silicon model the interstitial share rises from 37% to 86% between 1000 and 1400 K, yet a single straight line fits $\ln D$ against $1/T$ so well that $D$ is reproduced to within about 11%. With only about ten data points, random scatter of that size would usually hide the curvature; with a hundred points it would not. The slope helps only if it is compared with independently known values of $H^f+H^m$.

The absolute size of $D$ has the same limitation. After 24 h at 1000 K, a thin isotope layer in the model has the root-mean-square spread

$$\sigma=\sqrt{2Dt}=287\ \text{nm},$$

whereas the interstitial term alone would give 15.5 nm. This shows how much transport the manuscript must find elsewhere if these interstitial parameters are kept. It is not independent evidence for vacancies, because the vacancy parameters were chosen to give a realistic total.

**7. A measurement that would distinguish the carriers**

The manuscript could instead ask how self-diffusion responds when the defect populations are displaced from equilibrium. Let interstitials be supersaturated by a factor $s$, so that $x_I=s\,x_I^{\rm eq}$. In the dilute limit the chemical potentials are $\mu_X=G_X+kT\ln x_X$, with constant multiplicities included in $G_X$. If recombination and pair creation are fast, their balance requires $\mu_V+\mu_I=0$, hence

$$x_Vx_I=e^{-(G_V+G_I)/kT}=x_V^{\rm eq}x_I^{\rm eq}.$$

The vacancy fraction must then fall by the factor $s$, and

$$D(s)=\frac{D_V}{s}+sD_I,$$

where $D_V$ and $D_I$ keep their equilibrium values. Differentiating at $s=1$,

$$\left.\frac{d\ln D}{d\ln s}\right|_{s=1}=\frac{D_I-D_V}{D_I+D_V}=2\phi-1.$$

As long as recombination keeps the product $x_Vx_I$ fixed, the sign names the majority carrier. If surfaces or other sinks instead hold the vacancies at their equilibrium fraction, the response is $\phi$, which is positive for either carrier. With the product fixed, the germanium model gives $-0.99$ at 1000 K: a small excess of interstitials slows self-diffusion. The silicon model gives $+0.72$ at 1400 K: the same relative excess speeds it up. The fixed product is not reached everywhere. In the germanium model at 1000 K, with barrier-free recombination and a capture radius $a$, recombination restores the product only over about 1 µm, or about 4 µm if $3k$ of each defect's entropy belongs to migration. If a surface raises the interstitials but holds the vacancies at equilibrium, the response within the first micrometre stays within about 0.003 of zero. At 50 µm depth in a 0.5 mm wafer it is $-0.99$, but $\ln s$ there has fallen to about 0.2% of its surface value.

For large $s$ the answer changes. The two contributions in germanium are equal when $D_V/s=sD_I$, that is, at $s=R^{-1/2}=18.5$ for 1000 K. Beyond this point interstitials carry the majority. At $s=R^{-1/2}$ itself the total is at its minimum, $2\sqrt{D_VD_I}$, about 11% of its equilibrium value. It returns to the equilibrium value when

$$D_Is^2-(D_V+D_I)s+D_V=(s-1)(D_Is-D_V)=0,$$

whose second root is $s=1/R\approx340$.

A conclusion about equilibrium therefore cannot be carried over to irradiated or freshly implanted germanium. If irradiation creates defect pairs at a rate comparable with thermal pair creation or above it, even the fixed product fails, and both populations can exceed their equilibrium values. This remains so in a steady state, where recombination balances the total generation.

**8. How secure the conclusion is for real germanium**

The model total at 1000 K, about $5\times10^{-15}$ cm²/s, and its activation enthalpy near 3.1 eV are of the size found for germanium. With $a=0.566$ nm and a rough $\nu=8$ THz, the vacancy prefactor implies a total entropy of $9.4k$. The least certain inputs are the interstitial enthalpies and prefactor. Calculated defect energies can easily be wrong by a few tenths of an eV. If the formation gap is reduced by 0.3 eV, the interstitial share becomes 8.6% at 1000 K and 23% at 1200 K. Vacancies remain the majority, but "negligible" would no longer describe the interstitials near melting. The prefactor matters in the same way: with the enthalpies of section 4, $D_{0I}=2\times10^4$ cm²/s gives a share of 14% at 1200 K, and $1.2\times10^5$ cm²/s, about $4k$ more entropy, makes $R=1$ there.

Heavy doping breaks the assumption of intrinsic conditions. Suppose that acceptors lower the Fermi level by $\delta\,kT$. A vacancy of charge $-2$ takes two electrons from the Fermi level, so its formation energy rises by $2\delta\,kT$. An interstitial of charge $+2$ gives up two electrons, and its formation energy falls by the same amount. If each defect carries all its transport in that one charge state, the ratio $R$ is multiplied by $e^{4\delta}$.

Take $10^{19}$ cm⁻³ fully ionized acceptors at 1000 K, a rough band gap of 0.35 eV, and effective band densities of $6.1\times10^{19}$ cm⁻³ for electrons and $3.0\times10^{19}$ cm⁻³ for holes. In classical statistics the hole and electron densities are $n_ie^{\delta}$ and $n_ie^{-\delta}$, so charge neutrality reads $2n_i\sinh\delta=N_A$. With $n_i=5.65\times10^{18}$ cm⁻³ this gives $\delta=0.80$. Fermi–Dirac statistics give $\delta=0.90$, and $R$ grows by a factor of 36. The interstitial share becomes 9.6%.

These charges were chosen to be unfavourable to the vacancy; they are not an established assignment for the interstitial. If this doping and the 0.3 eV error occur together, the share is 78% and the verdict reverses. The conclusion therefore survives either change alone at 1000 K, but not both. Nor need it survive this doping at lower temperatures, because $n_i$ falls and $\delta$ grows on cooling. The outcome depends on the band gap, which widens as the crystal cools. With a gap of about 0.45 eV at 800 K, and if the defects keep the same charges, the interstitial share there exceeds one half; with the gap held at 0.35 eV it would be only about 12%. These figures also assume that no neutral vacancies contribute, and acceptors do not suppress neutral vacancies. If they carry a tenth of the intrinsic vacancy term, the share at 800 K with the 0.45 eV gap is about 17%; if they carry half, the combined doping and 0.3 eV error at 1000 K gives about 50% instead of 78%. Donor doping moves the Fermi level the other way and, for the same charges, favours vacancies further.

Two other omissions are smaller. Apart from relaxation of the surrounding lattice, forming a vacancy adds one atomic volume to the crystal, while forming an interstitial from a surface atom removes one. Pressure would then favour the interstitial. If each activation volume is at most one atomic volume in magnitude, 0.1 GPa reduces $\Delta Q$ by at most 0.028 eV and raises $R$ by at most a factor of 1.39 at 1000 K.

Vacancies can also pair. Four bonds per site, each shared by two sites, give two pair positions per site, so the number of divacancies per single vacancy is $2x_Ve^{E_b/kT}$, where $E_b$ is the binding energy and any binding entropy is neglected. Assigning all the entropy in $D_{0V}$ to formation gives the upper estimate $x_V=3.1\times10^{-9}$ at 1000 K. With a rough $E_b=1.0$ eV, the ratio at that temperature is $7\times10^{-4}$, so a divacancy would have to move atoms more than a thousand times as effectively as a single vacancy for pairs to compete. Near melting the margin is smaller: at 1200 K the ratio is about 1%, and a factor of about 80 would be enough.

**Recommendation**

The interstitial assignment should be withdrawn for near-intrinsic germanium in equilibrium, unless the manuscript can supply an interstitial transport product large enough to make $R>1$. With the other inputs of section 4 held fixed, that means a formation gap below 0.58 eV, or a prefactor above about $1.2\times10^5$ cm²/s, at 1200 K. Where recombination fixes the product of the two populations at the depth of the isotope markers, which a nearby surface acting as a vacancy source can prevent, the response to a small, known interstitial supersaturation would be a more direct test than the straightness of the Arrhenius plot. The model inputs and main results are listed in the numerical output.

## Numbers as computed

```
Rough model inputs: D0 in cm2/s, enthalpies in eV
Ge D0V=20 D0I=2000 HfV=2.5 HmV=0.6 HfI=3.5 HmI=0.5
Si D0V=1 D0I=2000 HfV=3.7 HmV=0.5 HfI=4 HmI=0.9
Mean cosine of tracer jumps: -0.3332
Vacancy correlation factor, linear solve: 0.5001
Same factor, atom simulation: 0.499
Ge kT at 1000 K: 0.08617 eV
Ge D_V at 1000 K: 4.761e-15 cm2/s
Ge D_I at 1000 K: 1.386e-17 cm2/s
Ge D total at 1000 K: 4.775e-15 cm2/s
Ge ratio R = D_I/D_V at 1000 K: 2.912e-03
Ge interstitial share at 800 K: 0.021 %
Ge interstitial share at 1000 K: 0.290 %
Ge interstitial share at 1200 K: 1.633 %
Si interstitial share at 1000 K: 37.2 %
Si interstitial share at 1400 K: 85.8 %
Ge formal crossover temperature: 2268 K
Si crossover temperature: 1069 K
Ge formation gap: 1.00 eV
Ge least gap needed at 1200 K: 0.576 eV
Ge margin of the gap: 0.424 eV
Ge effective activation at 1000 K: 3.1026 eV
Ge effective activation at 1200 K: 3.1147 eV
Si effective activation at 1400 K: 4.801 eV
Counterfactual Ge interstitial shares at 1000 K:
  no formation gap: 99.69 %
  no migration difference: 0.091 %
  equal prefactors: 0.0029 %
  equal prefactors, no formation gap: 76.1 %
I supersaturation for equal shares: 18.5
Rms isotope spread, 24 h at 1000 K: 287 nm
Rms spread by interstitials alone: 15.5 nm
Gap error tried: 0.3 eV
  I share with that error, 1000 K: 8.6 %
  I share with that error, 1200 K: 23.2 %
Rough Ge band gap at 1000 K: 0.35 eV
Band densities at 1000 K: Nc=6.09e+19, Nv=3.04e+19 cm-3
Classical intrinsic density: 5.65e+18 cm-3
Acceptor doping: 1e+19 cm-3
Fermi shift/kT: 0.899; classical: 0.798
Worst charge factor on R: 36.4
I share with doping: 9.6 %
I share with doping and gap error: 77.5 %
Ge lattice constant: 0.566 nm
Gap shift at 0.1 GPa: 0.0283 eV
Pressure factor on R, at most: 1.39
Attempt frequency: 8 THz
Total vacancy entropy implied: 9.43 k
Vacancy site fraction, upper estimate: 3.14e-09
Divacancy binding, rough: 1.0 eV
Divacancies per vacancy, upper estimate: 6.88e-04
```
